# Heavy-hole masses of silicon from the Luttinger parameters: verification in Python

```python
"""Heavy-hole masses of silicon from the Luttinger Hamiltonian.

Result under test, in atomic units (masses in electron masses):
    m_heavy[100] = 1/(g1 - 2 g2),   m_heavy[111] = 1/(g1 - 2 g3)
g1, g2, g3 : Luttinger parameters
k          : wave vector in inverse bohr, measured from the valence-band top
E          : hole energy in hartree, positive downward from the band top
m          : radial mass, defined by E = k^2/(2 m) along a fixed ray
J          : angular-momentum matrices for J = 3/2
The six-band model adds the split-off level; it is built from p orbitals
and spin, without using the J = 3/2 matrices.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.linalg import expm

g1, g2, g3 = 4.285, 0.339, 1.446
splitting_ev = 0.04
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
splitting = splitting_ev / hartree_ev
k_example = 0.02

# J = 3/2 matrices from the ladder operator
projections = np.array([1.5, 0.5, -0.5, -1.5])
raising = np.diag(np.sqrt(3.75 - projections[1:] * (projections[1:] + 1)), 1)
J = [(raising + raising.T) / 2 + 0j,
     (raising - raising.T) / 2j,
     np.diag(projections) + 0j]
assert np.allclose(J[0] @ J[1] - J[1] @ J[0], 1j * J[2])


def four_band(k):
    """Luttinger Hamiltonian for hole energies."""
    h = (g1 + 2.5 * g2) * np.dot(k, k) * np.eye(4, dtype=complex)
    for i in range(3):
        h -= 2 * g2 * k[i]**2 * J[i] @ J[i]
    for i, j in itertools.combinations(range(3), 2):
        h -= 2 * g3 * k[i] * k[j] * (J[i] @ J[j] + J[j] @ J[i])
    return h / 2


# p-orbital angular momentum in the Cartesian basis, and spin 1/2
levi = np.zeros((3, 3, 3))
for i, j, l in itertools.permutations(range(3)):
    levi[i, j, l] = (i - j) * (j - l) * (l - i) / 2
orbital = [-1j * levi[i] for i in range(3)]
spin = [np.array([[0, 1], [1, 0]]) / 2,
        np.array([[0, -1j], [1j, 0]]) / 2,
        np.array([[1, 0], [0, -1]]) / 2]
spin_orbit = sum(np.kron(orbital[i], spin[i]) for i in range(3))


def six_band(k):
    """p orbitals with spin-orbit coupling, hole energies."""
    a, b, c = (g1 + 4 * g2) / 2, (g1 - 2 * g2) / 2, 3 * g3
    kinetic = c * np.outer(k, k)
    for i in range(3):
        kinetic[i, i] = a * k[i]**2 + b * (np.dot(k, k) - k[i]**2)
    return (np.kron(kinetic, np.eye(2)) + splitting / 3 * np.eye(6)
            - 2 * splitting / 3 * spin_orbit)


def radial_mass(model, direction, k, level):
    return k**2 / (2 * np.linalg.eigvalsh(model(k * direction))[level])


def curvature_mass(direction, level, k=0.02, step=0.01):
    e = [np.linalg.eigvalsh(four_band(q * direction))[level]
         for q in (k - step, k, k + step)]
    return step**2 / (e[0] - 2 * e[1] + e[2])


# Count the independent couplings quadratic in k allowed by symmetry
def rotation_action(axis, angle):
    axis = np.array(axis) / np.linalg.norm(axis)
    cross = np.array([[0, -axis[2], axis[1]],
                      [axis[2], 0, -axis[0]],
                      [-axis[1], axis[0], 0]])
    r = expm(angle * cross)
    u = expm(-1j * angle * sum(axis[i] * J[i] for i in range(3)))
    return np.kron(np.kron(r, r), np.kron(u, u.conj()))


def transpose_action(n):
    p = np.zeros((n * n, n * n))
    for i in range(n):
        for j in range(n):
            p[i * n + j, j * n + i] = 1
    return p


def count_invariants(operations):
    total = np.zeros((144, 144), dtype=complex)
    for op in operations:
        d = op - np.eye(144)
        total += d.conj().T @ d
    return int(np.sum(np.linalg.eigvalsh(total) < 1e-9))


flip = expm(-1j * np.pi * J[1])
time_reversal = np.kron(np.eye(9),
                        np.kron(flip, flip.conj()) @ transpose_action(4))
cubic = [rotation_action([0, 0, 1], np.pi / 2),
         rotation_action([1, 1, 1], 2 * np.pi / 3),
         np.kron(transpose_action(3), np.eye(16))]
count_without = count_invariants(cubic)
count_with = count_invariants(cubic + [time_reversal])
assert count_with == 3 and count_without == 4

# Mass formulas against curvature of numerical eigenvalues
rays = {"[100]": np.array([1.0, 0.0, 0.0]),
        "[111]": np.ones(3) / np.sqrt(3)}
inverse_heavy = {"[100]": g1 - 2 * g2, "[111]": g1 - 2 * g3}
inverse_light = {"[100]": g1 + 2 * g2, "[111]": g1 + 2 * g3}
for name, n in rays.items():
    assert abs(curvature_mass(n, 0) * inverse_heavy[name] - 1) < 1e-8
    assert abs(curvature_mass(n, 2) * inverse_light[name] - 1) < 1e-8
    # the heavy pair has projection +3/2 or -3/2 on the ray
    vectors = np.linalg.eigh(four_band(k_example * n))[1][:, :2]
    j_ray = sum(n[i] * J[i] for i in range(3))
    square = vectors.conj().T @ j_ray @ j_ray @ vectors
    assert np.allclose(square, 2.25 * np.eye(2), atol=1e-9)
    # coupling to the split-off level leaves the heavy mass unchanged
    six = radial_mass(six_band, n, k_example, 0)
    assert abs(six * inverse_heavy[name] - 1) < 1e-9

# The two models agree for very small k along an oblique direction;
# the remaining difference is of relative order k^2/splitting
oblique = np.array([1.0, 2.0, 4.0]) / np.sqrt(21)
for level in (0, 2):
    ratio = (radial_mass(six_band, oblique, 1e-4, level)
             / radial_mass(four_band, oblique, 1e-4, level))
    assert abs(ratio - 1) < 1e-4

# Extremes of the heavy-hole radial mass over directions
rng = np.random.default_rng(1)
directions = rng.normal(size=(4000, 3))
directions /= np.linalg.norm(directions, axis=1)[:, None]
scan = np.array([radial_mass(four_band, n, 1.0, 0) for n in directions])
heavy = {name: 1 / value for name, value in inverse_heavy.items()}
assert scan.min() >= heavy["[100]"] - 1e-10
assert scan.max() <= heavy["[111]"] + 1e-10

# Where coupling to the split-off level does matter
diagonal = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)
hh110_four = radial_mass(four_band, diagonal, k_example, 0)
hh110_six = radial_mass(six_band, diagonal, k_example, 0)
light_six = {name: radial_mass(six_band, n, k_example, 2)
             for name, n in rays.items()}
assert hh110_six > hh110_four + 1e-3
for name in rays:
    assert light_six[name] > 1 / inverse_light[name] + 1e-3

# Effect of half a unit in the last digit of each parameter
half = 0.0005
rounding = {name: (1 / (value + 3 * half), 1 / (value - 3 * half))
            for name, value in inverse_heavy.items()}
assert round(heavy["[100]"], 2) == 0.28
assert round(heavy["[111]"], 2) == 0.72
for name in rays:
    assert all(round(x, 2) == round(heavy[name], 2) for x in rounding[name])

print(f"Luttinger parameters g1, g2, g3: {g1}, {g2}, {g3} (no unit)")
print(f"Allowed couplings, with time reversal: {count_with}")
print(f"Allowed couplings, without time reversal: {count_without}")
for name, n in rays.items():
    energy = np.linalg.eigvalsh(four_band(k_example * n))[0]
    low, high = rounding[name]
    print(f"Direction {name}")
    print(f"  inverse heavy mass: {inverse_heavy[name]:.3f} 1/m_e")
    print(f"  inverse light mass: {inverse_light[name]:.3f} 1/m_e")
    print(f"  heavy mass, formula: {heavy[name]:.4f} m_e")
    print(f"  heavy mass, curvature: {curvature_mass(n, 0):.4f} m_e")
    print(f"  heavy mass: {heavy[name] * constants.m_e:.3e} kg")
    print(f"  rounding interval: {low:.4f} to {high:.4f} m_e")
    print(f"  light mass, four-band: {1 / inverse_light[name]:.4f} m_e")
    print(f"  heavy energy at example k: {energy:.4e} hartree")
    six = radial_mass(six_band, n, k_example, 0)
    print(f"  heavy mass, six-band, example k: {six:.4f} m_e")
    print(f"  light mass, six-band, example k: {light_six[name]:.4f} m_e")
print(f"Example k: {k_example} 1/bohr")
print(f"Chosen spin-orbit splitting: {splitting_ev} eV")
print(f"Heavy mass ratio [111]/[100]: {heavy['[111]']/heavy['[100]']:.3f}")
print(f"Directions scanned: {len(scan)}")
print(f"Smallest heavy mass in scan: {scan.min():.4f} m_e")
print(f"Largest heavy mass in scan: {scan.max():.4f} m_e")
print(f"Heavy mass [110], four-band: {hh110_four:.4f} m_e")
print(f"Heavy mass [110], six-band, example k: {hh110_six:.4f} m_e")
print("checks complete")
```

Running it gives:

```
Luttinger parameters g1, g2, g3: 4.285, 0.339, 1.446 (no unit)
Allowed couplings, with time reversal: 3
Allowed couplings, without time reversal: 4
Direction [100]
  inverse heavy mass: 3.607 1/m_e
  inverse light mass: 4.963 1/m_e
  heavy mass, formula: 0.2772 m_e
  heavy mass, curvature: 0.2772 m_e
  heavy mass: 2.525e-31 kg
  rounding interval: 0.2771 to 0.2774 m_e
  light mass, four-band: 0.2015 m_e
  heavy energy at example k: 7.2140e-04 hartree
  heavy mass, six-band, example k: 0.2772 m_e
  light mass, six-band, example k: 0.2071 m_e
Direction [111]
  inverse heavy mass: 1.393 1/m_e
  inverse light mass: 7.177 1/m_e
  heavy mass, formula: 0.7179 m_e
  heavy mass, curvature: 0.7179 m_e
  heavy mass: 6.539e-31 kg
  rounding interval: 0.7171 to 0.7186 m_e
  light mass, four-band: 0.1393 m_e
  heavy energy at example k: 2.7860e-04 hartree
  heavy mass, six-band, example k: 0.7179 m_e
  light mass, six-band, example k: 0.2106 m_e
Example k: 0.02 1/bohr
Chosen spin-orbit splitting: 0.04 eV
Heavy mass ratio [111]/[100]: 2.589
Directions scanned: 4000
Smallest heavy mass in scan: 0.2773 m_e
Largest heavy mass in scan: 0.7175 m_e
Heavy mass [110], four-band: 0.5690 m_e
Heavy mass [110], six-band, example k: 0.7622 m_e
checks complete
```
